# Vapour pressure law with a constant heat-capacity difference

A calculation for an evaporation source needs a function that turns source temperature into vapour pressure. The practical decision is whether two constants suffice, as in \(\ln p=a-b/T\), or whether a term \(C\ln T\) must be kept, and what has to be entered for the constants in each case. The answer depends on how far the working temperature lies from the temperature at which pressure and latent heat are known.

## The law and its conditions

Consider a liquid or solid in equilibrium with its own vapour. All quantities are per atom, with Boltzmann's constant \(k\); for molar quantities, replace \(k\) by \(R\). The assumptions are:

- the vapour is an ideal gas of a single species;
- the condensed phase has negligible volume per atom compared with the vapour;
- the difference of heat capacities at constant pressure, \(\Delta c=c_{\rm v}-c_{\rm c}\), vapour minus condensed, is constant over the range used;
- the condensed phase does not melt or transform within that range.

Then

\[
\ln p=A-\frac{B}{T}+C\ln T,\qquad C=\frac{c_{\rm v}-c_{\rm c}}{k}. \tag{1}
\]

The logarithms act on numbers: \(p\) stands for pressure divided by its unit, here 1 Torr, and \(T\) inside the logarithm for temperature divided by 1 K. If the pressure is \(p_0\) and the latent heat \(L_0\) at a reference temperature \(T_0\), then

\[
B=\frac{L_0}{k}-CT_0,\qquad A=\ln p_0+\frac{B}{T_0}-C\ln T_0. \tag{2}
\]

## From equilibrium to a slope

Along the coexistence curve the two chemical potentials are equal, so their changes are equal too. Each obeys \(d\mu=-s\,dT+v\,dp\), with entropy \(s\) and volume \(v\) per atom. Hence

\[
-s_{\rm v}dT+v_{\rm v}dp=-s_{\rm c}dT+v_{\rm c}dp .
\]

Collecting the terms in \(dp\) on one side gives

\[
\frac{dp}{dT}=\frac{s_{\rm v}-s_{\rm c}}{v_{\rm v}-v_{\rm c}}=\frac{L}{T(v_{\rm v}-v_{\rm c})}. \tag{3}
\]

The last form uses \(\mu=h-Ts\): equal \(\mu\) means \(h_{\rm v}-h_{\rm c}=T(s_{\rm v}-s_{\rm c})\), and this enthalpy difference is the latent heat \(L\).

Now drop \(v_{\rm c}\) and insert \(v_{\rm v}=kT/p\):

\[
\frac{dp}{dT}=\frac{pL}{kT^2}
\quad\Longrightarrow\quad
\frac{d\ln p}{dT}=\frac{L}{kT^2}. \tag{4}
\]

Dropping \(v_{\rm c}\) multiplies the slope by \((v_{\rm v}-v_{\rm c})/v_{\rm v}=1-pv_{\rm c}/kT\). A deliberately dense model shows the effect. In units with \(k=1\), take \(\mu_{\rm v}=T\ln p-\tfrac52T\ln T\) and \(\mu_{\rm c}=-3-3T\ln T+2p\), that is, binding energy 3, condensed volume 2 and heat capacities 5/2 and 3 for vapour and solid. At \(T=1\) the coexistence pressure is 0.0556, so \(pv_{\rm c}/kT=0.111\). Equation (3) reproduces the slope of the numerically solved coexistence curve, whereas (4) gives 0.889 of it. Near a critical point, where the two volumes approach each other, (4) is unusable.

## How the latent heat changes

Equation (4) cannot be integrated until \(L(T)\) is known along the curve, where pressure changes together with temperature. For either phase, \(dh=T\,ds+v\,dp\). Entropy changes by

\[
ds=\frac{c}{T}dT-\left(\frac{\partial v}{\partial T}\right)_p dp ,
\]

where the second coefficient follows from equality of the mixed derivatives of \(\mu(T,p)\). Therefore

\[
dh=c\,dT+\left[v-T\left(\frac{\partial v}{\partial T}\right)_p\right]dp. \tag{5}
\]

For the ideal vapour, \(T(\partial v/\partial T)_p=kT/p=v\), so the bracket vanishes. For the condensed phase it is \(v_{\rm c}(1-\alpha T)\), with \(\alpha\) the thermal expansion coefficient. Subtracting the two phases and using (4) for \(dp/dT\),

\[
\frac1k\frac{dL}{dT}=C-\frac{pv_{\rm c}}{kT}(1-\alpha T)\frac{L}{kT}.
\]

The last term contains the small volume ratio \(pv_{\rm c}/kT\) and is dropped under the second assumption. What remains, with constant \(C\), integrates to

\[
L(T)=L_0+kC(T-T_0)=k(B+CT). \tag{6}
\]

The second form is the definition of \(B\) in (2). Thus \(kB\) is the latent heat extrapolated linearly to zero temperature, not its value at the source. A negative \(C\) means that the condensed phase gains enthalpy faster on heating than the vapour does, so the latent heat falls.

## Integration

Insert (6) into (4):

\[
\frac{d\ln p}{dT}=\frac{B}{T^2}+\frac{C}{T}.
\]

Integrating from \(T_0\) to \(T\), with \(\int dT/T^2=-1/T\),

\[
\ln\frac{p}{p_0}=B\left(\frac1{T_0}-\frac1T\right)+C\ln\frac{T}{T_0}. \tag{7}
\]

Moving \(\ln p_0\) to the right and collecting the terms without \(T\) gives (1) with \(A\) from (2).

A change of pressure unit alters \(A\) alone: for pascals instead of torr, add \(\ln 133.3\). In base ten, dividing (1) by \(\ln10\) gives

\[
\log_{10}p=\frac{A}{\ln10}-\frac{B}{T\ln10}+C\log_{10}T .
\]

The coefficient of \(\log_{10}T\) is still \(C\), because \(\ln T/\ln10=\log_{10}T\).

For negative \(C\), formula (1) has a maximum at \(T=-B/C\), where (6) gives \(L=0\). Beyond it the computed pressure falls on heating. This is an extrapolation failure, and a root finder for temperature should be confined to the range where the constants are justified.

## A case solved from statistical mechanics

A classical harmonic solid under a monatomic vapour gives the law without using equation (3), known as Clapeyron's equation. Let each atom be bound by energy \(\varepsilon\) and vibrate in three directions with frequency \(\nu\). With Planck's constant \(h_{\rm P}\), atomic mass \(m\) and \(\lambda=h_{\rm P}/\sqrt{2\pi mkT}\),

\[
\mu_{\rm v}=kT\ln\frac{p\lambda^3}{kT},\qquad
\mu_{\rm c}=-\varepsilon+3kT\ln\frac{h_{\rm P}\nu}{kT}.
\]

Equating them and exponentiating,

\[
p=\frac{kT}{\lambda^3}\left(\frac{h_{\rm P}\nu}{kT}\right)^3e^{-\varepsilon/kT}
=(2\pi m)^{3/2}\nu^3(kT)^{-1/2}e^{-\varepsilon/kT}. \tag{8}
\]

The powers of \(kT\) are \(1+3/2-3=-1/2\), and Planck's constant cancels. The heat capacities are \(5k/2\) for the vapour and \(3k\) for the solid, so \(C=5/2-3=-1/2\), as (8) shows.

This was tested numerically with \(k=1\) and \(\varepsilon=10\), by solving for equal chemical potentials at \(T=0.8\), 1.0 and 1.3. The three pressures gave \(C=-0.50000\), equal to the value from the enthalpies. Raising the vapour heat capacity to 7/2 gave \(+0.50000\), so the sign is not fixed by the form of the law.

Here \(kB=\varepsilon\). This is not the true latent heat at zero temperature: a quantum oscillator retains zero-point energy \(3h_{\rm P}\nu/2\), which leaves \(\varepsilon-3h_{\rm P}\nu/2\). The classical heat capacity, and with it constant \(C\), fails before that limit is reached.

## When two constants are enough

If the latent heat is held at \(L_0\), equation (4) integrates to

\[
\ln\frac{p_L}{p_0}=\frac{L_0}{k}\left(\frac1{T_0}-\frac1T\right). \tag{9}
\]

Subtract this from (7), using \(B-L_0/k=-CT_0\):

\[
\ln\frac{p}{p_L}=C\,g(T),\qquad
g(T)=\ln\frac{T}{T_0}+\frac{T_0}{T}-1. \tag{10}
\]

Since \(dg/dT=(T-T_0)/T^2\), \(g\) falls below \(T_0\), rises above it, and has its minimum value zero at \(T_0\). The correction therefore has the sign of \(C\) on both sides. With \(\delta=(T-T_0)/T_0\), expanding the logarithm and the reciprocal gives

\[
g=\left(\delta-\frac{\delta^2}{2}\right)+\left(1-\delta+\delta^2\right)-1+O(\delta^3)
=\frac{\delta^2}{2}+O(\delta^3).
\]

For a small permitted relative pressure error \(\eta\), two constants suffice roughly while \(|\delta|<\sqrt{2\eta/|C|}\). With \(|C|=2\) and \(\eta=0.01\), this is 10% of \(T_0\), or 160 K around 1600 K.

This economy holds for (9), whose slope is \(L_0/k\). Deleting \(C\ln T\) from (1) while keeping its \(A\) and \(B\) is a different and much larger change.

## A neodymium melt

Take a neodymium source with rough typical parameters: \(T_0=1600\) K, \(p_0=0.01\) Torr (1.333 Pa), \(L_0=3.1\) eV per atom (about 299 kJ/mol) and \(C=-2\). From (2),

\[
B=35974+3200=39174\ {\rm K},
\]
\[
A=-4.6052+24.4838+2(7.3778)=34.634 .
\]

The extra digits prevent rounding errors in the arithmetic; they do not express knowledge of the metal. At 2000 K,

\[
\ln p=34.6341-19.5870-15.2018=-0.1547,
\]

so \(p=0.857\) Torr. The constant-\(L\) law (9) serves for comparison, with \(p_0\), \(T_0\) and \(L_0\) held fixed:

| \(T\) (K) | \(p\) (Torr) | \(p_L\) (Torr) | \(\ln(p/p_L)\) |
|---|---|---|---|
| 1400 | 0.000395 | 0.000403 | −0.019 |
| 1500 | 0.00222 | 0.00223 | −0.004 |
| 1800 | 0.120 | 0.122 | −0.013 |
| 2000 | 0.857 | 0.897 | −0.046 |

The differences are negative on both sides of 1600 K, as (10) requires. Over the same range the latent heat falls from 3.13 to 3.03 eV. Numerical integration of the equations for \(L\) and \(\ln p\) reproduced (7) at all four temperatures to within \(10^{-7}\) in \(\ln p\).

Entering \(L_0/k\) for \(B\) while keeping \(C\ln T\) costs much more. Even if \(A\) is readjusted to give \(p_0\) at 1600 K, the error in \(\ln p\) at 2000 K is

\[
-3200\left(\frac1{1600}-\frac1{2000}\right)=-0.40,
\]

which makes the pressure about 33% too low.

To find the source temperature for a wanted pressure \(p_*\), use \(u=1/T\) as the variable. Since \(d\ln p/du=-T^2\,d\ln p/dT=-(B+CT)\), Newton's step is

\[
u_{\rm new}=u+\frac{\ln p(T)-\ln p_*}{B+CT}. \tag{11}
\]

Equation (9) supplies the start. For 0.1 Torr,

\[
u=\frac1{1600}-\frac{\ln10}{35974}=5.6099\times10^{-4}\ {\rm K^{-1}},
\]

or about 1782.6 K; the full law gives 1783.6 K. For 0.001 Torr the full law gives 1451.9 K. In this example the \(C\) term moves these settings by about 1 K or less.

## If the heat-capacity difference drifts

Let the true difference be \(k[C+\delta C(T)]\), with \(\delta C(T_0)=0\). Then \(L/k\) gains \(\int_{T_0}^{T'}\delta C(s)\,ds\) at temperature \(T'\), and (4) gives

\[
\delta\ln p=\int_{T_0}^{T}\frac{dT'}{T'^2}\int_{T_0}^{T'}\delta C(s)\,ds .
\]

Exchange the order of integration. For fixed \(s\), \(T'\) runs from \(s\) to \(T\), and \(\int_s^T dT'/T'^2=1/s-1/T\). Hence

\[
\delta\ln p=\int_{T_0}^{T}\delta C(s)\left(\frac1s-\frac1T\right)ds. \tag{12}
\]

The weight vanishes at \(s=T\): a recent change of heat capacity has had little temperature interval in which to alter the pressure.

The heat capacity of neodymium vapour depends on temperature because its atoms have thermally accessible electronic levels. For levels \(E_i\) with degeneracies \(g_i\), the mean energy is \(\langle E\rangle=\sum_i E_ig_ie^{-E_i/kT}/Z\), where \(Z=\sum_i g_ie^{-E_i/kT}\). Differentiating numerator and denominator gives the electronic heat capacity

\[
c_{\rm el}=\frac{\langle E^2\rangle-\langle E\rangle^2}{kT^2}.
\]

The estimate uses rough levels at 0, 0.14, 0.29, 0.46 and 0.63 eV, with degeneracies 9, 11, 13, 15 and 17. A lumped group of 200 states at 1.0 eV stands in for the many higher levels. Adding the translational \(5k/2\) gives a vapour heat capacity of \(3.67k\), \(3.82k\) and \(4.13k\) at 1400, 1600 and 2000 K. With a rough liquid value of \(6k\), \(C\) moves from about −2.3 to −1.9, so the chosen −2 is a rounded value within this span.

Relative to a constant \(C\) equal to its 1600 K value in this model, −2.18, equation (12) changes \(\ln p\) by −0.0005 at 1400 K and +0.0024 at 2000 K. Both values agree, to within \(10^{-8}\), with a direct calculation in which the electronic states add \(\ln Z\) to \(\ln p\). For this level model, constant \(C\) is a good approximation for pressure although \(C\) itself varies visibly. The rise of the heat capacity comes from the lumped group, which is a guess. The five low levels alone give a vapour heat capacity falling from \(3.46k\) at 1400 K to \(3.33k\) at 2000 K and a change of −0.0007 in \(\ln p\) at 2000 K, while 400 lumped states give +0.005. The sign and size of the drift, and the span quoted for \(C\), are therefore not established for neodymium; in all these variants the effect on pressure stays at about half a percent or less.

## What limits a real source

The example lies in the regime of a neodymium melt, but its inputs are rough and the pressures are results of the model, not measurements. An error of 0.05 eV in \(L_0\), with \(p_0\), \(T_0\) and \(C\) held fixed, shifts \(\ln p\) at 2000 K by 0.073, more than the whole \(C\) correction of 0.046 there. A source 10 K hotter than intended at 1600 K has a pressure 15% higher. A real effusion cell also breaks the assumption of equilibrium, since vapour leaves through its orifice. Suppose the cell is isothermal, its vapour is well mixed, every atom striking the melt sticks, and the other walls return all atoms. Suppose also that the orifice is thin and much smaller than the mean free path, so that atoms pass through it without colliding. At fixed temperature the collision rate per area is proportional to pressure, and the melt emits at the rate belonging to \(p_{\rm eq}\). For melt area \(S_{\rm m}\) and orifice area \(S_{\rm o}\), balance requires

\[
S_{\rm m}p_{\rm eq}=(S_{\rm m}+S_{\rm o})p
\quad\Longrightarrow\quad
\frac{p}{p_{\rm eq}}=\frac1{1+S_{\rm o}/S_{\rm m}} .
\]

An area ratio of 0.05 gives 0.952, a loss of nearly 5%. Good mixing is an idealisation: when atoms rarely collide inside the cell, the loss also depends on its shape. For a cylinder with the melt as floor, diffusely reflecting walls and a central orifice in the lid, the same area ratio gives an outflow of about 0.996, 0.96 and 0.86 of the equilibrium value for heights of 0.5, 2 and 8 radii. For atoms taken as 0.30 to 0.45 nm across, the mean free path in this example is about 2 to 4 cm at 1600 K but below 1 mm at 2000 K, where the estimate no longer holds for a millimetre-sized orifice. An open crucible has no such enclosed vapour, and its evaporation rate needs a separate kinetic calculation.

The neglected volumes matter far less here. With a rough liquid volume of 0.035 nm³ per atom, the liquid-to-vapour volume ratio at 2000 K is \(1.4\times10^{-7}\). Vapour imperfection was estimated from an assumed pair potential: a hard core to 0.30 nm, then a well 0.8 eV deep to 0.45 nm. Its second virial coefficient changes the vapour volume by a fraction of about \(6\times10^{-5}\) at 2000 K. That number depends strongly on the assumed well depth.

Melting is a sharper boundary. Below the melting temperature \(T_{\rm m}\), the latent heat from the solid exceeds that from the liquid by the heat of fusion \(H_{\rm f}\). The two pressures agree at \(T_{\rm m}\). If the solid–liquid heat-capacity difference is neglected, integrating the extra slope \(H_{\rm f}/kT^2\) gives

\[
\ln\frac{p_{\rm solid}}{p_{\rm liquid,\,extrapolated}}
=-\frac{H_{\rm f}}{k}\left(\frac1T-\frac1{T_{\rm m}}\right).
\]

For rough values \(H_{\rm f}=0.07\) eV and \(T_{\rm m}=1300\) K, this is −0.052 at 1200 K: the liquid's constants overestimate the pressure by about 5%. Each condensed phase needs its own set.

A compound that decomposes into several vapour species violates the first assumption. Its equilibrium also depends on composition, and a single pressure law of form (1) does not follow from this derivation.

## Obtaining and storing the constants

Pressure data over a modest range determine \(C\) poorly. Consider measurements at 1400, 1600 and 1800 K. The combination

\[
\frac{7}{16}\ln p_{1400}+\frac{9}{16}\ln p_{1800}-\ln p_{1600}
\]

removes both \(p_0\) and \(L_0\), since the weighted mean of \(1/1400\) and \(1/1800\) is \(1/1600\). By (10) it equals \(C\) times the same weighted mean of \(g\). The tabulated corrections for \(C=-2\) give about −0.016, hence 0.008 per unit of \(C\). Independent errors of 1% in each pressure give the combination an error of \(0.01\sqrt{1+(7/16)^2+(9/16)^2}=0.012\), and therefore leave \(C\) uncertain by about 1.6. Heat capacities, where available, are a better source for it.

The three constants must also be rounded together. Changing \(C\) by 0.04 while leaving \(A\) and \(B\) alone shifts \(\ln p\) at 1600 K by \(0.04\times7.378=0.30\), a factor of 1.34 in pressure. Storing \(T_0\), \(p_0\), \(L_0\) and \(C\), and evaluating (7), avoids this: the same change of \(C\), with \(B\) recomputed from (2), leaves both pressure and slope at \(T_0\) unchanged. The remaining intermediate values are in the numerical output.

## Computed values

```
MODEL CHECKS (units with k = 1)
Clapeyron slope / true slope: 1.000000
same, condensed volume dropped: 0.8887
vapour c=2.5, solid c=3: C from pressures -0.50000, from enthalpies -0.50000
vapour c=3.5, solid c=3: C from pressures 0.50000, from enthalpies 0.50000
EXAMPLE: neodymium melt, rough parameters
T0 = 1600 K, p0 = 0.01 Torr = 1.333 Pa
L0 = 3.1 eV/atom = 299.1 kJ/mol
k = 8.617333e-05 eV/K, C = -2.0
L0/k = 35974.0 K, C*T0 = -3200 K, B = 39174.0 K
B/(L0/k) = 1.0890, k*B = 3.3758 eV
ln p0 = -4.6052, B/T0 = 24.4838, ln T0 = 7.3778
A = 34.6341 (p in Torr, T in K)
base ten: A = 15.0414, B = 17013.1 K, C = -2.0
T=1400 K: B/T=27.9814, C ln T=-14.4885, ln p=-7.8358
  p=3.9533e-04 Torr, L=3.1345 eV, constant-L p=4.0277e-04 Torr
  ln p minus constant-L value: -0.0187
T=1500 K: B/T=26.1160, C ln T=-14.6264, ln p=-6.1083
  p=2.2242e-03 Torr, L=3.1172 eV, constant-L p=2.2337e-03 Torr
  ln p minus constant-L value: -0.0043
T=1800 K: B/T=21.7633, C ln T=-14.9911, ln p=-2.1203
  p=1.1999e-01 Torr, L=3.0655 eV, constant-L p=1.2161e-01 Torr
  ln p minus constant-L value: -0.0133
T=2000 K: B/T=19.5870, C ln T=-15.2018, ln p=-0.1547
  p=8.5667e-01 Torr, L=3.0311 eV, constant-L p=8.9725e-01 Torr
  ln p minus constant-L value: -0.0463
source temperature for 0.001 Torr: 1451.9 K
source temperature for 0.1 Torr: 1783.6 K
NEGLECTED EFFECTS AND INPUT ERRORS
liquid heat capacity (rough): 6.0 k per atom
levels at 1400 K: vapour c = 3.669 k, C = -2.331
levels at 1600 K: vapour c = 3.820 k, C = -2.180
levels at 2000 K: vapour c = 4.126 k, C = -1.874
heat-capacity drift, change of ln p: -0.00050 at 1400 K, 0.00238 at 2000 K
liquid volume 0.035 nm3; liquid/vapour volume at 2000 K: 1.45e-07
square well: core 0.3 nm, range 0.45 nm, depth 0.8 eV
vapour imperfection |B2|p/kT at 2000 K: 5.68e-05
melting point 1300 K, heat of fusion 0.07 eV (rough)
solid minus extrapolated liquid ln p at 1200 K: -0.0521
cell with orifice/melt area 0.05: p/p_eq = 0.9524
source 10 K too hot at T0: pressure up by 15.0 %
L0 error 0.05 eV: ln p shift at 2000 K = 0.0725
```
